Activation Radius and Barrier of a Surface Dislocation Half-Loop with Step Cost

## Second half: radius, barrier and their limits

The first half gave the energy of a semicircular glide half-loop of radius R in a film of uniform misfit strain ε:

E(R) = A R ln(R/ρ₀) + 2sR − B R².

Here A = μb²(2−ν)/[8(1−ν)] is the line-energy prefactor, with μ the shear modulus, ν the Poisson ratio and b the Burgers length. The length ρ₀ is estimated as ae²/8 for a core of width a. The step energy per length is s, positive for a created step and negative for a removed one. The misfit work has B = (π/2)Mε|b_z n_z|, where M = 2μ(1+ν)/(1−ν) and n is the glide-plane normal. The step height is |b_z|. The expression needs R much larger than a, and a film thicker than R sin φ, where φ is the tilt of the glide plane. With a constant energy C per radius in place of the logarithm and step, the barrier was C²/(4B).

### The step rescales the length in the logarithm

Both the step term and the line term contain R, so they can be joined:

A R ln(R/ρ₀) + 2sR = A R[ln(R/ρ₀) + 2s/A] = A R ln(R/ρ),

ρ = ρ₀ exp(−2s/A).

Within this energy a created step acts as a smaller core, and a removed step as a larger one. For s = 0, ρ returns to ρ₀. What remains to be solved has no separate step term:

E(R) = A R ln(R/ρ) − B R².

### The activation radius

The derivative is

dE/dR = A[ln(R/ρ) + 1] − 2BR.

Define the dimensionless radius L = 2BR/A and the dimensionless drive β = 2Bρ/A. Then R/ρ = L/β, and the condition dE/dR = 0 reads

1 + ln L − ln β = L.

Taking the exponential of both sides and rearranging,

L e^(−L) = β/e.

The left side rises from zero to 1/e at L = 1 and then falls back to zero. For β < 1 there are therefore two roots, one on each side of L = 1. The second derivative tells them apart:

d²E/dR² = A/R − 2B = (A/R)(1 − L).

It is negative for L > 1, so the larger root is the maximum. The Lambert function W is defined by We^W = y. With W = −L the condition becomes We^W = −β/e, and the root with L > 1 belongs to the branch called W₋₁:

L = −W₋₁(−β/e),

R* = A L/(2B).

No special function is needed for a hand calculation. The condition can be iterated as L = 1 − ln β + ln L. Near the root each round multiplies the error by about 1/L, which is less than one.

### The barrier

At the maximum, stationarity gives ln(R*/ρ) = L − 1, and the definition of L gives BR* = AL/2. Therefore

E* = A R*(L−1) − A R*L/2 = A R*(L−2)/2,

and with R* inserted,

E* = A²L(L−2)/(4B).

To compare this with constant tension, choose C to be the energy per radius, step included, that the loop really has at R*. That is C = A(L−1), and the simple formula gives A²(L−1)²/(4B). Since (L−1)² − L(L−2) = 1, it is too high by A²/(4B). The relative error vanishes as L grows, that is, for weak strain. The simple case is recovered in that limit, although its C still changes slowly with strain.

### The limits at strong drive

The barrier falls to zero at L = 2, where β = 2/e. There ln(R*/ρ) = 1, so R* = eρ. For β between 2/e and 1 a maximum still exists, but it lies below the energy of the film without a loop. At β = 1 the two roots merge. For β > 1 the slope dE/dR is greatest at R = A/(2B), where it equals −A ln β. This is negative, so the energy falls at every R.

These are correct statements about the formula. They are not predictions for a film, because ρ is smaller than the core width in the example below, and the logarithm was derived for radii much larger than the core.

The smaller root, with L < 1, has the same defect. It is a minimum of the logarithmic energy at a radius below ρ, since ln(R/ρ) = L − 1 is negative there. The barrier must be measured from the film without a loop, where E = 0, and not from this minimum.

### How the barrier responds

Because the slope vanishes at R*, a small change in a parameter changes E* only through its explicit appearance in E(R). The shift of R* itself contributes at second order. Hence

∂E*/∂s = 2R*,

∂E*/∂ln ρ₀ = −A R*,

∂E*/∂ln ε = −B R*².

In each derivative the other parameters are held fixed. Dividing the last by E* = AR*(L−2)/2 and using BR* = AL/2,

∂ln E*/∂ln ε = −L/(L−2).

For large L this tends to −1, the result for constant tension. At finite L the barrier falls faster with strain, because a smaller critical loop also has a smaller logarithm.

The first derivative gives bounds on the cost of a step of finite energy. Differentiating the stationarity condition with respect to s gives

(A/R* − 2B) dR*/ds + 2 = 0,

and since 2B = AL/R*,

dR*/ds = 2R*/[A(L−1)] > 0.

The critical radius grows with s. The extra barrier is the integral of 2R* from zero step energy up to s, so for a created step it lies between two simple products:

2sR*(0) < E*(s) − E*(0) < 2sR*(s).

### A worked film

The parameters are round model values: μ = 50 GPa, ν = 0.25, b = 0.4 nm, a = 0.2 nm and ε = 0.02. The surface is (001), the glide plane (111), and the Burgers vector points along [01−1]. The components are then |b_z| = 0.4/√2 = 0.2828 nm and |n_z| = 1/√3 = 0.5774. The step energy is set to 0.5 J/m² times the step height. Lengths are in nm and energies in eV, and 1 J/m² is 6.2415 eV/nm².

The line prefactor is

A = 50 × 0.16 × 1.75/6 = 2.333 GPa nm² = 14.56 eV/nm.

The biaxial modulus is M = 166.7 GPa, which makes the film stress 3.333 GPa, and

B = (π/2) × 3.333 × 0.2828 × 0.5774 = 0.855 J/m² = 5.337 eV/nm².

The step energy is s = 0.5 × 6.2415 × 0.2828 = 0.883 eV/nm, so 2s/A = 0.121. The halved-loop estimate gives ρ₀ = 0.1847 nm, and the step reduces it to ρ = 0.1636 nm. Then

β = 2 × 5.337 × 0.1636/14.56 = 0.120.

Starting the iteration from L = 1 − ln β = 3.12 gives 4.26, 4.57 and 4.64 in turn, and it settles at L = 4.660. The results are

R* = 14.56 × 4.660/(2 × 5.337) = 6.36 nm = 120 bohr,

E* = 14.56 × 6.36 × 2.660/2 = 123 eV = 4.53 hartree.

At this radius the line costs 327.7 eV and the step 11.2 eV, while the misfit stress returns 215.8 eV. The loop reaches 5.2 nm below the surface, so the film must be thicker than that. In a thinner film, part of the slipped area would lie in unstressed substrate. The work would be smaller, and the barrier for this semicircular shape could not be lower.

The logarithm can be tested against the Bessel integral from which it came. At R = 5 nm the integral gives a line energy of 240.3 eV and the logarithm 240.2 eV. Maximizing the energy numerically with the full integral gives R* = 6.357 nm and E* = 123.24 eV, against 6.358 nm and 123.15 eV from the closed forms. This agreement tests the algebra and the small-core approximation. It does not test the halved-loop estimate, which both calculations share.

A constant tension does less well. Taking C from the line energy at 5 nm gives C = 48.0 eV/nm. Without a step, the simple formulas then give R* = 4.5 nm and E* = 108 eV. The logarithmic results without a step are 6.15 nm and 112 eV. The barrier is close, but the radius is about a quarter too small, and a different reference radius would have changed both.

### The step, the strain and the core

With all else fixed, the three cases of the step are:

- step created: R* = 6.36 nm, E* = 123.2 eV
- no step energy: R* = 6.15 nm, E* = 112.1 eV
- step removed: R* = 5.93 nm, E* = 101.5 eV

The created step adds 11.04 eV, between the bounds 10.85 and 11.22 eV. Removing a step saves slightly less, 10.7 eV, because the critical loop is then smaller. A pre-existing step therefore makes nucleation easier in this model, but it leaves most of the barrier in place.

The strain matters more. With the step energy and core fixed and a step created:

- ε = 0.01: R* = 15.1 nm, E* = 387 eV
- ε = 0.02: R* = 6.36 nm, E* = 123 eV
- ε = 0.04: R* = 2.56 nm, E* = 33 eV

Doubling the strain from 0.02 to 0.04 lowers the barrier by a factor of 3.8, where constant tension would give 2. The local exponent at ε = 0.02 is −4.660/2.660 = −1.75, and a numerical derivative of the barrier computed with the full integral gives the same value to three figures.

The core width is the weak point. At 2% strain, halving a to 0.1 nm raises the barrier to 193 eV, and doubling it to 0.4 nm lowers the barrier to 65 eV. The reason is the derivative −AR*, which is −93 eV per unit of ln ρ₀. The surface factor left uncalculated in the first half enters in the same way. An error of a factor of two in ρ₀ thus moves the barrier by far more than the step does. The figure of 123 eV should be read as a barrier of order 100 eV for this perfect dislocation, and its further digits serve to compare calculations made with the same ρ₀.

### Where thermal nucleation would begin

At 1000 K the thermal energy is 0.0862 eV, so the 2% film has E*/k_BT of about 1430. A rate proportional to exp(−E*/k_BT) is then zero for any practical purpose, and it remains so for the lowest barrier found above by varying the core, 65 eV.

To see what strain would be needed, I take 40 k_BT = 3.45 eV as a round mark for a barrier that heat might overcome. The true mark depends on the attempt rate, the number of sites and the time available. The closed form reaches this value at ε = 0.088, where R* = 0.80 nm, or two Burgers lengths. At the same strain the full integral gives a barrier of 3.87 eV, which is 12% above the logarithmic value. The small-core approximation is thus beginning to fail, and linear elasticity at a strain of nearly 9% is doubtful in its own right. With the chosen core width, the strain needed is thus several times the 2% of the example. A wider core would lower it, and the number should not be used as a threshold.

The formal limits lie further out. The barrier vanishes at ε = 0.123 with R* = 0.44 nm, about one Burgers length, and the maximum disappears at ε = 0.167. The inner minimum can also be checked at 2% strain. It lies at R = 0.063 nm, well inside the core, where the logarithmic energy is −0.90 eV. The spread-core energy at the same radius is +0.125 eV, of which 0.111 eV is the step term. The depth of the logarithmic minimum comes from using the logarithm where it does not hold. With the step removed, the spread core keeps a shallow minimum of about −0.10 eV near R = 0.07 nm, against −1.15 eV for the logarithm, and this is negligible beside the barrier.

### Beside real films

The elastic constants and Burgers length are of the size found in common diamond-structure semiconductors, and the geometry is that of their usual glide system on a (001) surface. The step energy is less certain: atoms at a real step rearrange, and its energy can be well below a surface energy times the step height. Setting it to zero lowers the barrier by 9%, so this uncertainty does not decide the outcome. A more serious assumption is that of a perfect surface under uniform stress. Real films may contain dislocations inherited from the substrate, which can relax the strain without any nucleation, and they may have particles, grooves or islands that concentrate the stress. If such a feature doubled the strain over the whole region of the critical loop, the barrier in this model would fall from 123 to 33 eV. That is a large reduction, but for this perfect dislocation the barrier is still far above 40 k_BT at 1000 K; a partial dislocation, treated below, can be different. If the core width were doubled as well, the barrier would be between 10 and 11 eV, about three times that mark. A sharper concentration would need a calculation with non-uniform stress, because BR² would no longer describe the work.

Three further simplifications remain. A partial dislocation has a smaller b, and so a smaller A. On this glide system its |b_z| is smaller too, which lowers the step height and the misfit work, and it leaves a stacking fault whose cost is proportional to area and reduces B further. These effects need not cancel. Take the same elastic constants, core width and step rule, and a fault energy of 0.06 J/m². The 90° partial along [11−2] (b = 0.231 nm, |b_z| = 0.189 nm), which leads in a film under tension, then has a spread-core barrier of about 18 eV at 2% strain and about 3 eV at 4%, where R* is about 1.1 nm. It reaches the 40 k_BT mark near ε = 0.04. The 30° partial (|b_z| = 0.094 nm), which leads under compression, has about 81 eV and 16 eV. The barriers of order 100 eV found above therefore belong to the perfect dislocation, and a tensile film with a stress concentration may come within thermal reach of nucleating a partial. Elastic anisotropy changes A and M. Finally, the loop was held semicircular. A loop free to change its shape can follow any path over the energy surface, and the semicircles are one such path. For the same energy model, with the correct ρ₀ for a semicircle, the true saddle can therefore be no higher than E*.

The numerical output below gives most of the values used here with further digits.

Values computed for the example and the checks

```
shear modulus: 50.0 GPa; Poisson ratio: 0.25
Burgers length b: 0.40 nm; core width a: 0.20 nm
misfit strain: 0.020
step energy per length and height: 0.50 J/m^2
step height |b_z|: 0.2828 nm
|n_z|: 0.5774; sin(tilt): 0.8165
biaxial modulus M: 166.67 GPa
film stress M*strain: 3.333 GPa
line prefactor A: 14.564 eV/nm
step energy s: 0.8827 eV/nm; 2s/A: 0.1212
misfit work coefficient B: 5.3367 eV/nm^2
rho0: 0.1847 nm; rho: 0.1636 nm
beta: 0.1199; L: 4.6598
line energy at R = 5.0 nm, spread core: 240.284 eV
line energy at R = 5.0 nm, logarithm: 240.176 eV
R* closed form: 6.358 nm = 120.15 bohr
R* direct maximum: 6.357 nm
E* closed form: 123.15 eV = 4.526 hartree
E* direct maximum: 123.24 eV
line part at R*: 327.67 eV
step part at R*: 11.22 eV
misfit part at R*: -215.75 eV
loop depth R* sin(tilt): 5.19 nm
kT at 1000 K: 0.08617 eV; E*/kT: 1429
step created: R* = 6.358 nm, E* = 123.15 eV
step absent: R* = 6.147 nm, E* = 112.11 eV
step removed: R* = 5.933 nm, E* = 101.45 eV
step cost, closed form: 11.04 eV
step cost, direct: 11.04 eV
step cost bounds: 10.85 to 11.22 eV
strain 0.01: L = 5.523, R* = 15.072 nm, E* = 386.63 eV, depth = 12.31 nm
strain 0.02: L = 4.660, R* = 6.358 nm, E* = 123.15 eV, depth = 5.19 nm
strain 0.04: L = 3.749, R* = 2.558 nm, E* = 32.58 eV, depth = 2.09 nm
core width 0.10 nm: R* = 7.536 nm, E* = 193.32 eV
core width 0.40 nm: R* = 5.116 nm, E* = 65.16 eV
dE*/ds: formula 12.716 nm, direct 12.714 nm
dE*/dln(rho0): formula -92.60 eV, direct -92.42 eV
dlnE*/dln(strain): formula -1.7519, direct -1.7499
strain where E* = 0: 0.1227; R* there: 0.4448 nm
strain where the maximum disappears: 0.1668
inner minimum: R = 0.0630 nm, log energy -0.897 eV
spread-core energy at that R: 0.125 eV
40 kT: 3.447 eV, reached at strain 0.0881
R* at that strain: 0.802 nm; R*/b: 2.01
spread-core barrier at that strain: 3.874 eV
```
